# The open-circuit Lorenz number of elastic electron transport, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Boltzmann equation to the Lorenz number

A conductor carries a small temperature gradient along \(x\), and no electric current is allowed to flow. Its electrons conduct heat with conductivity \(\kappa\); the heat carried by the lattice is counted separately. The Lorenz number is

\[
L=\frac{\kappa}{\sigma T},
\]

where \(\sigma\) is the isothermal electrical conductivity and \(T\) the absolute temperature. The problem is to find what property of the conductor fixes \(L\) when the electrons scatter elastically.

The electron charge is \(-e\), with \(e>0\). An electron of momentum \(\mathbf p\) has band energy \(\varepsilon(\mathbf p)\) and electrostatic potential energy \(U(x)\), so its total energy is \(E=\varepsilon(\mathbf p)+U(x)\). The electrochemical potential \(\mu(x)\) is measured from the same zero as \(E\). A prime on \(\mu\), \(T\) or \(U\) means \(d/dx\). The local equilibrium distribution is

\[
f_0=\frac{1}{e^{z}+1},\qquad z=\frac{E-\mu(x)}{k_BT(x)} .
\]

The assumptions are these. The state is steady and there is no magnetic field. The material is homogeneous, and all gradients are small and are kept to first order. All bands share one \(\mu\) and one \(T\) at each point. The phonons are in local equilibrium, so phonon drag is left out.

### (a) What drives the electrons?

**Question.** The drift side of the steady Boltzmann equation contains a spatial gradient and a force. Show that, to first order, the two combine into a gradient of \(f_0\) taken at fixed total energy, and find that gradient.

**Solution.** The velocity is \(v_x=\partial\varepsilon/\partial p_x\) and the force is \(-U'\), so the equation reads

\[
v_x\left.\frac{\partial f}{\partial x}\right|_{\mathbf p}-U'\frac{\partial f}{\partial p_x}=C[f],
\]

where \(C\) is the rate of change by collisions. Write \(f=f_0+\delta f\). The deviation \(\delta f\) is of first order in the gradients. In a homogeneous material \(U'\) is also of first order. On the left side \(\delta f\) therefore contributes only at second order, and \(f\) may be replaced there by \(f_0\).

The function \(f_0\) depends on \(x\) and \(p_x\) through \(z\) alone. Its derivatives follow from

\[
\left.\frac{\partial z}{\partial x}\right|_{\mathbf p}=\frac{U'-\mu'}{k_BT}-\frac{E-\mu}{k_BT}\frac{T'}{T},
\qquad
\frac{\partial z}{\partial p_x}=\frac{v_x}{k_BT}.
\]

Inserting both, and using \(df_0/dz=k_BT\,\partial f_0/\partial E\), gives

\[
v_x\frac{\partial f_0}{\partial E}\left[U'-\mu'-(E-\mu)\frac{T'}{T}-U'\right]
=v_x D(E),
\]

\[
D(E)=\left(-\frac{\partial f_0}{\partial E}\right)\left[\mu'+(E-\mu)\frac{T'}{T}\right].
\]

The two terms in \(U'\) have cancelled. The quantity \(D(E)\) is the derivative of \(f_0\) with respect to \(x\) at constant \(E\), because at constant \(E\) only \(\mu\) and \(T\) vary. An electron that moves without colliding keeps its total energy, so what matters to it is how the occupation at that energy varies along its path. The electric field acts through \(\mu'\) and needs no separate term.

### (b) How large is the particle flux at one energy?

**Question.** Let collisions be elastic, and let the energy shells be isotropic. Find the particle flux per unit energy, \(J_N(E)\), and show that its response coefficient cannot be negative. Does the sign depend on isotropy?

**Solution.** Let \(W_{\mathbf k\mathbf k'}\) be the scattering rate from state \(\mathbf k\) to state \(\mathbf k'\) of the same energy. Detailed balance between states of equal energy, which have equal occupation in equilibrium, requires \(W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}\). Arrivals minus departures are then

\[
C[f]_{\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left[f_{\mathbf k'}(1-f_{\mathbf k})-f_{\mathbf k}(1-f_{\mathbf k'})\right]
=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(f_{\mathbf k'}-f_{\mathbf k}).
\]

The products \(f_{\mathbf k}f_{\mathbf k'}\) cancel. The part \(f_0\) is constant on a shell and cancels too, which leaves \(\delta f\). Each energy shell can therefore be treated by itself, and this is where elasticity enters.

On an isotropic shell the speed \(v\) is the same in all directions, and the rate depends only on the angle \(\gamma\) between the old and new directions. Let \(K(\cos\gamma)\) be the rate, normalized so that the total rate is \(\Gamma=\tfrac12\int_{-1}^{1}K(c)\,dc\). With \(\theta\) the angle between the velocity and the \(x\) axis, the equation on the shell is

\[
v\cos\theta\,D=\int\frac{d\Omega'}{4\pi}K(\cos\gamma)\,[\delta f(\theta')-\delta f(\theta)].
\]

Try \(\delta f=-a\cos\theta\). If \(\phi\) is the azimuth of the new direction about the old one, then

\[
\cos\theta'=\cos\theta\cos\gamma+\sin\theta\sin\gamma\cos\phi .
\]

The last term averages to zero over \(\phi\). The right side becomes

\[
a\cos\theta\;\frac12\int_{-1}^{1}K(c)(1-c)\,dc=\frac{a\cos\theta}{\tau},
\qquad
\frac1\tau=\Gamma\,(1-\langle\cos\gamma\rangle).
\]

The trial form solves the equation with \(a=v\tau D\), so \(\delta f=-v\tau\cos\theta\,D\). A constant could be added to \(\delta f\) on each shell, but it would carry no flux. The time \(\tau\) is positive, and it is finite unless all scattering is straight ahead.

Let \(g(E)\) be the density of states per volume and energy, spin included. The isotropic part \(f_0\) carries no flux, and the average of \(\cos^2\theta\) over directions is \(1/3\). Hence

\[
J_N(E)=g\int\frac{d\Omega}{4\pi}\,v\cos\theta\,\delta f=-\frac{g v^2\tau}{3}D(E)
=-\frac{\sigma(E)}{e^2}D(E),
\]

\[
\sigma(E)=\frac{e^2g(E)v^2(E)\tau(E)}{3}\ge 0 .
\]

The function \(\sigma(E)\) is the spectral conductivity. If several bands are present, their contributions add.

The sign does not rest on isotropy. For a shell of any shape write \(\delta f_{\mathbf k}=-h_{\mathbf k}D\). The Boltzmann equation then gives \(v_{x,\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(h_{\mathbf k}-h_{\mathbf k'})\). Multiplying by \(h_{\mathbf k}\), summing, and averaging the result with its copy in which \(\mathbf k\) and \(\mathbf k'\) are exchanged, one finds

\[
\sum_{\mathbf k}v_{x,\mathbf k}h_{\mathbf k}=\frac12\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}(h_{\mathbf k}-h_{\mathbf k'})^2\ge0 .
\]

The left side is proportional to \(\sigma(E)\). For an anisotropic crystal the one-dimensional treatment below applies when \(x\) is a principal axis at every energy that conducts, so that no transverse flux arises.

### (c) Which voltage stops the current?

**Question.** Find the isothermal conductivity, the gradient \(\mu'\) that stops the current when \(T'\ne0\), and the Seebeck coefficient.

**Solution.** Collect the factors that do not contain the gradients into a weight:

\[
W(E)=\sigma(E)\left(-\frac{\partial f_0}{\partial E}\right)\ge0 .
\]

The total particle flux is the integral of \(J_N(E)\):

\[
J_N=-\frac1{e^2}\int W(E)\left[\mu'+(E-\mu)\frac{T'}{T}\right]dE .
\]

Set \(T'=0\) first. A voltmeter reads \(V=-\mu/e\), so the effective field is \(\mathcal E=-V'=\mu'/e\). The electric current density is

\[
j=-eJ_N=\frac{\mu'}{e}\int W\,dE=\mathcal E\int W\,dE .
\]

The conductivity is therefore \(\sigma=\int W\,dE\), which is assumed positive. The normalized weight \(w=W/\sigma\) tells what fraction of the conductivity comes from each energy. Denote averages with this weight by angle brackets, and let \(m=\langle E\rangle=\int wE\,dE\). Then

\[
J_N=-\frac{\sigma}{e^2}\left[\mu'+(m-\mu)\frac{T'}{T}\right].
\]

The current vanishes when

\[
\mu'=-(m-\mu)\frac{T'}{T}.
\]

With the Seebeck coefficient defined by \(S=\mathcal E/T'\) at zero current,

\[
S=\frac{\mu'}{eT'}=-\frac{m-\mu}{eT}.
\]

It is negative when conduction takes place on average above \(\mu\), as in an n-type semiconductor. The Seebeck coefficient thus measures the mean of the weight, counted from \(\mu\).

### (d) What is the Lorenz number?

**Question.** Find the heat flux under the open-circuit condition, and from it \(L\).

**Solution.** Put the open-circuit \(\mu'\) into the driving term of part (a):

\[
D(E)=\left(-\frac{\partial f_0}{\partial E}\right)\left[-(m-\mu)+(E-\mu)\right]\frac{T'}{T}
=\left(-\frac{\partial f_0}{\partial E}\right)(E-m)\frac{T'}{T}.
\]

The electrochemical potential has dropped out of the bracket. Electrons with energy above \(m\) flow toward the cold side, and those below \(m\) flow toward the hot side. The two particle fluxes cancel, while their energies do not.

Each electron carries its energy \(E\), so the energy flux is

\[
J_E=\int E\,J_N(E)\,dE=-\frac{T'}{e^2T}\int W(E)\,E\,(E-m)\,dE .
\]

Since \(\int W(E-m)\,dE=0\), we may subtract \(m\) times this integral without changing the value:

\[
J_E=-\frac{T'}{e^2T}\int W(E)(E-m)^2dE=-\frac{\sigma T'}{e^2T}\operatorname{Var}(E),
\]

where \(\operatorname{Var}(E)=\langle(E-m)^2\rangle\). Heat is energy less the part \(\mu\,dN\) that accompanies a transfer of \(dN\) particles, so the heat flux is \(J_Q=J_E-\mu J_N\). At zero current \(J_Q=J_E\). From \(\kappa=-J_Q/T'\) follow

\[
\kappa=\frac{\sigma\operatorname{Var}(E)}{e^2T},
\qquad
L=\frac{\operatorname{Var}(E)}{e^2T^2}.
\]

The Lorenz number is the conductivity-weighted energy variance divided by \(e^2T^2\). A common factor in \(\sigma(E)\) changes \(\sigma\) and \(\kappa\) in the same ratio and leaves \(L\) as it was. What counts is the shape of \(\sigma(E)\) over the energies where \(-\partial f_0/\partial E\) is appreciable.

### (e) What happens if the zero of energy is moved?

**Question.** Show that \(L\) is nonnegative and independent of the energy zero in a form that needs no mean. Compare with the heat and energy fluxes measured at \(\mu'=0\).

**Solution.** Take two energies \(E_1\) and \(E_2\), each with weight \(w\), and expand the square of their difference:

\[
\frac12\iint w(E_1)w(E_2)(E_1-E_2)^2dE_1dE_2
=\frac12\left(\langle E^2\rangle-2m^2+\langle E^2\rangle\right)=\operatorname{Var}(E).
\]

Therefore

\[
L=\frac1{2e^2T^2}\iint w(E_1)w(E_2)(E_1-E_2)^2dE_1dE_2\ge0 .
\]

A change of zero adds the same constant \(c\) to all band energies and to \(\mu\). The weight moves along with the bands, and energy differences do not change, so neither does \(L\). Zero is approached when all conduction is concentrated at a single energy. An ordinary function \(\sigma(E)\), spread over a finite range, gives \(L>0\).

Now hold \(\mu'=0\) instead. This short-circuit condition lets a current flow. From part (a), the heat flux is

\[
J_Q=\int(E-\mu)J_N(E)\,dE=-\frac{\sigma T'}{e^2T}\langle(E-\mu)^2\rangle .
\]

Splitting \(E-\mu=(E-m)+(m-\mu)\) and noting that the cross term averages to zero, we get

\[
\frac{-J_Q}{\sigma TT'}=\frac{\operatorname{Var}(E)+(m-\mu)^2}{e^2T^2}=L+S^2 .
\]

This is also independent of the zero, because it refers to \(\mu\). The bare energy flux is not. It contains \(\langle E(E-\mu)\rangle\), and the shift adds

\[
\frac{c\,(m-\mu)}{e^2T^2}
\]

to the coefficient \(-J_E/(\sigma TT')\). At open circuit the corresponding addition is \(c\) times a vanishing particle flux. The freedom to choose the zero of energy flux thus belongs to the open-circuit condition.

## Second half: limits, two bands, inelastic scattering and a film

The symbols carried over are the spectral conductivity \(\sigma(E)\ge0\), the weight \(W=\sigma(E)(-\partial f_0/\partial E)\) with integral \(\sigma\), its normalized form \(w\), and its mean energy \(m\). The results carried over are

\[
S=-\frac{m-\mu}{eT},\qquad L=\frac{\operatorname{Var}(E)}{e^2T^2}.
\]

At zero current the flux at energy \(E\) is \(J_N(E)=-(W/e^2)(E-m)T'/T\). At \(\mu'=0\) the heat coefficient is \(L+S^2\).

### (f) What values does one band give?

**Question.** Let \(\sigma(E)\) grow linearly above a band edge. Find \(L\) when \(\mu\) lies far below the edge and when it lies far above. Then find \(L\) for a narrow conducting window of width \(\delta\).

**Solution.** Let \(x\) be the energy above the edge divided by \(k_BT\), and \(\eta\) the position of \(\mu\) on the same scale.

For \(\mu\) far below the edge, \(-\partial f_0/\partial x\approx e^{\eta-x}\), and the normalized weight is \(xe^{-x}\). Its moments are \(\int_0^\infty x^2e^{-x}dx=2\) and \(\int_0^\infty x^3e^{-x}dx=6\). The variance is \(6-2^2=2\), so

\[
L=2\left(\frac{k_B}{e}\right)^2=1.485\times10^{-8}\ \mathrm{V^2/K^2}.
\]

For \(\mu\) far above the edge, use \(y=x-\eta\). The weight is \((\eta+y)h(y)\), where \(h=-df_0/dy\) is even and has unit integral. The lower limit may be extended to \(-\infty\) with exponentially small error. The second moment of \(h\) follows by one integration by parts and a series:

\[
\int_{-\infty}^{\infty}y^2h\,dy=4\int_0^\infty\frac{y\,dy}{e^y+1}
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

Odd moments vanish. The integrals of the weight times \(1\), \(y\) and \(y^2\) are therefore \(\eta\), \(\pi^2/3\) and \(\eta\pi^2/3\), and

\[
\operatorname{Var}(y)=\frac{\pi^2}{3}-\left(\frac{\pi^2}{3\eta}\right)^2 .
\]

For large \(\eta\) this tends to the Wiedemann–Franz value \(L=(\pi^2/3)(k_B/e)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}\). At \(\eta=58\), direct integration gives \(2.441\times10^{-8}\), in agreement with the small correction.

For a window with constant \(\sigma(E)\) and \(\delta\ll k_BT\), the weight is nearly uniform, and a uniform distribution has variance \(\delta^2/12\). Hence \(L\approx\delta^2/(12e^2T^2)\). A window of 5 meV at 300 K gives

\[
L\approx\frac{(0.005\ \mathrm V)^2}{12\,(300\ \mathrm K)^2}=2.3\times10^{-11}\ \mathrm{V^2/K^2},
\]

about a thousandth of the Wiedemann–Franz value. This is the energy-filter limit. In a real filter, conduction outside the window adds to the variance with the square of its energy distance.

For elastic scattering, the Lorenz number is the conductivity-weighted variance of the electron energy divided by \(e^2T^2\), and its values for one band and for a narrow conducting window have been found. What remains is to treat two bands and inelastic scattering, and to apply the result to a thermoelectric film.

Numbers in the example were calculated in double precision.
